\section*{Square-root-time melting of a solid at its melting temperature}

\section{Definitions and conventions}

A solid fills the half-space $x>0$ and is everywhere at its melting temperature $T_m$. From $t=0$ onward its surface $x=0$ is held at $T_m+\Delta T$, with $\Delta T>0$. Melt then occupies $0<x<s(t)$, and the melt depth $s(t)$ is to be found together with the temperature. The symbols are

\begin{itemize}
\item $u(x,t)=T(x,t)-T_m$, the temperature excess, which is zero in the solid;
\item $k$, $c$, the thermal conductivity and the heat capacity per mass of the melt;
\item $\rho$, the density, taken equal in solid and melt so that melting causes no flow;
\item $L$, the latent heat per mass;
\item $\alpha=k/(\rho c)$, the thermal diffusivity of the melt;
\item $\mathrm{St}=c\,\Delta T/L$, the Stefan number.
\end{itemize}

Subscripts $x$ and $t$ denote partial derivatives, and $s'=ds/dt$. The material constants do not depend on temperature, the front is planar and stays at $T_m$, and no heat is deposited inside the material. For pulsed-laser annealing this is an idealised model: the laser prescribes absorbed power rather than surface temperature, and the solid is usually cold at first. Both differences are taken up at the end.

In the melt, heat conduction gives
\begin{equation}
u_t=\alpha u_{xx},\qquad u(0,t)=\Delta T,\qquad u(s(t),t)=0,\qquad s(0)=0 .
\label{heat}
\end{equation}
One more condition is needed because $s$ is unknown. In a time $dt$ the front melts a slab of thickness $ds$, which takes heat $\rho L\,ds$ per area. The melt delivers $-k\,u_x(s,t)\,dt$, which is positive because $u$ falls towards the front. The solid has no temperature gradient and carries nothing away. The slab's sensible heat is of second order in $ds$, since $u$ vanishes at the front. Hence
\begin{equation}
\rho L\,s'=-k\,u_x(s,t).
\label{front}
\end{equation}
The conductivity and heat capacity of the solid do not enter.

\section{Simple case: a melt that stores no sensible heat}

Let $c\to0$ with $k,\rho,L,\Delta T$ fixed, so that $\mathrm{St}\to0$. Written as $\rho c\,u_t=k\,u_{xx}$, the heat equation reduces to $u_{xx}=0$. The profile is the straight line $u=\Delta T(1-x/s)$, with slope $-\Delta T/s$, and \eqref{front} becomes
\begin{equation}
\rho L\,s'=\frac{k\Delta T}{s}
\quad\Rightarrow\quad
\frac{d(s^2)}{dt}=2ss'=\frac{2k\Delta T}{\rho L}
\quad\Rightarrow\quad
s=\sqrt{\frac{2k\Delta T\,t}{\rho L}} .
\label{qs}
\end{equation}
The melt is the thermal resistance through which its own latent heat must pass. A layer twice as thick passes half the flux, and this feedback produces the square root.

To see when the line is a fair approximation, use $k\Delta T/(\rho L)=\alpha\,\mathrm{St}$. The growth time is $s/s'=s^2/(\alpha\,\mathrm{St})$, while diffusion crosses the layer in a time of order $s^2/\alpha$. As long as the straight line is a fair approximation, the diffusion time is thus of order $\mathrm{St}$ times the growth time, at every depth. For small $\mathrm{St}$ the profile therefore keeps up with the front, and for larger $\mathrm{St}$ it lags by the same relative amount at all times. This suggests that the square root survives when $c$ is restored and that its coefficient changes. The next two sections prove it.

\section{General case: the problem has at most one solution}

Consider solutions with $u\ge0$ bounded, $s$ continuous, $s'>0$ for $t>0$, and $u$ smooth in the melt up to its edges for $t>0$. Define the time-integrated excess
\begin{equation}
v(x,t)=\int_0^t u(x,\tau)\,d\tau=\int_{a(x)}^t u(x,\tau)\,d\tau ,
\end{equation}
where $a(x)$ is the time at which the front arrives at $x$, so $s(a(x))=x$ and $a'(x)=1/s'$. The second form holds for $x<s(t)$; in the solid $v=0$. Differentiating once, the lower limit contributes $-a'\,u(x,a)=0$, so $v_x=\int_a^t u_x\,d\tau$. This tends to zero as $x\to s(t)$, hence $v_x$ is continuous across the front. Differentiating again,
\begin{align}
v_{xx}&=\int_{a}^t u_{xx}\,d\tau-a'(x)\,u_x(x,a)\nonumber\\
&=\frac1\alpha\int_a^t u_\tau\,d\tau+\frac1{s'}\,\frac{\rho L s'}{k}
=\frac{u(x,t)}{\alpha}+\frac{\rho L}{k}.
\end{align}
The second line used \eqref{heat}, \eqref{front} and $u(x,a)=0$. Multiplying by $k/\rho=\alpha c$ gives
\begin{equation}
\frac{k}{\rho}\,v_{xx}=H,\qquad
H=\begin{cases}cu+L&\text{in the melt}\\0&\text{in the solid,}\end{cases}
\label{vxx}
\end{equation}
where $H$ is the enthalpy per mass above that of the solid at $T_m$.

Suppose there are two solutions, and let $w=v_1-v_2$, so that $w_t=u_1-u_2$. Multiply the difference of \eqref{vxx} by $w_t$ and integrate by parts. The boundary terms vanish because both solutions equal $\Delta T$ at $x=0$ and both are zero beyond the deeper front:
\begin{equation}
\int_0^\infty (H_1-H_2)(u_1-u_2)\,dx=-\frac{k}{\rho}\int_0^\infty w_xw_{xt}\,dx
=-\frac{k}{2\rho}\frac{d}{dt}\int_0^\infty w_x^2\,dx .
\label{energyid}
\end{equation}
The moving fronts add nothing to the last step, since $w_x$ is continuous there.

The left side cannot be negative. Where both materials are molten or both solid, the integrand is $c(u_1-u_2)^2$. Where the first is molten and the second solid, $u_2=0$ and the integrand is $(cu_1+L)u_1\ge c\,u_1^2$; the reverse case is the same with labels exchanged. So the left side is at least $c\int(u_1-u_2)^2dx$.

At early times \eqref{vxx} gives $|v_x|\le(\rho/k)(cM+L)\,s(t)$, where $M$ bounds $u$, so $\int w_x^2dx\to0$ as $t\to0$. Integrating \eqref{energyid} over time from zero,
\begin{equation}
c\int_0^t\!\!\int_0^\infty(u_1-u_2)^2\,dx\,d\tau+\frac{k}{2\rho}\int_0^\infty w_x^2\,dx\le0 .
\end{equation}
Both terms are non-negative, so both vanish. Then $u_1=u_2$ and $w_{xx}=0$, hence $H_1=H_2$. Since $H\ge L$ in the melt and $H=0$ in the solid, the fronts coincide too.

\section{Scaling forces the square root}

Take a solution and any number $b>0$, and form
\begin{equation}
\tilde u(x,t)=u(bx,b^2t),\qquad \tilde s(t)=s(b^2t)/b .
\end{equation}
Both $\tilde u_t$ and $\tilde u_{xx}$ acquire a factor $b^2$, so the heat equation still holds. In \eqref{front}, $\tilde s'$ and $\tilde u_x$ each acquire a factor $b$. The surface value, the front value and $\tilde s(0)=0$ are unchanged, because the problem contains no length or time of its own. The new pair solves the same problem, and by uniqueness it is the same solution:
\begin{equation}
s(b^2t)=b\,s(t),\qquad u(bx,b^2t)=u(x,t).
\end{equation}
Setting $t=t_0$ and $b=\sqrt{t_1/t_0}$ in the first relation gives $s(t_1)=\sqrt{t_1/t_0}\,s(t_0)$ for any two times. With a dimensionless constant $\lambda$,
\begin{equation}
s(t)=2\lambda\sqrt{\alpha t},\qquad u=\Delta T\,\theta(\eta),\qquad \eta=\frac{x}{2\sqrt{\alpha t}} .
\label{sim}
\end{equation}
The front sits at $\eta=\lambda$. As a check against the simple case, \eqref{qs} has this form with $\lambda=\sqrt{\mathrm{St}/2}$.

The argument assumed that a solution exists. The explicit one constructed next has $u\ge0$ and $s'>0$, which supplies the existence.

\section{Temperature profile and growth constant}

From $\eta_t=-\eta/(2t)$ and $\eta_x=1/(2\sqrt{\alpha t})$,
\begin{equation}
u_t=-\Delta T\,\frac{\eta\,\theta'}{2t},\qquad
\alpha u_{xx}=\Delta T\,\frac{\theta''}{4t}
\quad\Rightarrow\quad
\theta''+2\eta\,\theta'=0 .
\end{equation}
Multiplying by $e^{\eta^2}$ turns this into $(e^{\eta^2}\theta')'=0$, so $\theta'=-Be^{-\eta^2}$ with constant $B$. With $\operatorname{erf}\eta=(2/\sqrt\pi)\int_0^\eta e^{-y^2}dy$ and $\theta(0)=1$, one more integration gives $\theta=1-\tfrac{\sqrt\pi}{2}B\operatorname{erf}\eta$. The condition $\theta(\lambda)=0$ fixes $B=2/(\sqrt\pi\operatorname{erf}\lambda)$, and therefore
\begin{equation}
u=\Delta T\left[1-\frac{\operatorname{erf}\!\big(x/(2\sqrt{\alpha t})\big)}{\operatorname{erf}\lambda}\right].
\label{profile}
\end{equation}

The front condition determines $\lambda$. Its two ingredients are
\begin{equation}
s'=\lambda\sqrt{\frac{\alpha}{t}}=\frac{s}{2t},\qquad
u_x(s,t)=\frac{\Delta T\,\theta'(\lambda)}{2\sqrt{\alpha t}}
=-\frac{\Delta T\,e^{-\lambda^2}}{\sqrt{\pi\alpha t}\,\operatorname{erf}\lambda}.
\end{equation}
Inserting them in \eqref{front}, the factors $t^{-1/2}$ cancel. Dividing by $\rho L\sqrt\alpha$ and using $k/(\rho\alpha)=c$,
\begin{equation}
\lambda=\frac{c\,\Delta T}{L}\,\frac{e^{-\lambda^2}}{\sqrt\pi\operatorname{erf}\lambda}
\quad\Rightarrow\quad
\sqrt\pi\,\lambda\,e^{\lambda^2}\operatorname{erf}\lambda=\mathrm{St}.
\label{root}
\end{equation}

To count the roots, write the left side as $2\lambda g$ with $g(\lambda)=e^{\lambda^2}\int_0^\lambda e^{-y^2}dy$. This function obeys $g'=1+2\lambda g$ and $g(0)=0$. Inserting $g=\sum_n g_n\lambda^{2n+1}$ gives $g_0=1$ and $(2n+1)g_n=2g_{n-1}$, so $g_n=2^n/(2n+1)!!$ and
\begin{equation}
\mathrm{St}=2\lambda^2\sum_{n=0}^\infty\frac{(2\lambda^2)^n}{(2n+1)!!}
=2\lambda^2\left(1+\frac{2\lambda^2}{3}+\cdots\right).
\label{series}
\end{equation}
All terms are positive, so the right side rises steadily from zero to infinity and there is one positive root for each $\mathrm{St}>0$. Keeping the first term alone shows that $\lambda<\sqrt{\mathrm{St}/2}$. Also, $\mathrm{St}/\lambda^2$ rises with $\lambda$, so $\lambda^2/\mathrm{St}$ falls as $\mathrm{St}$ grows: doubling $\Delta T$ deepens the melt by a factor less than $\sqrt2$ at equal time.

\section{Two limits of the growth constant}

\emph{Small Stefan number.} With $y=2\lambda^2$, \eqref{series} reads $\mathrm{St}=y+y^2/3+O(y^3)$, which inverts to $y=\mathrm{St}-\mathrm{St}^2/3+O(\mathrm{St}^3)$. Taking the root of $y/2$,
\begin{equation}
\lambda=\sqrt{\frac{\mathrm{St}}2}\left[1-\frac{\mathrm{St}}6+O(\mathrm{St}^2)\right].
\label{small}
\end{equation}
The leading term is the simple case \eqref{qs}. The sign of the correction follows from the profile: $\theta''=-2\eta\theta'>0$, so the curve is convex and lies below its chord. It is then flatter at the front than the straight line, and the front receives less heat.

\emph{Large Stefan number.} The logarithm of \eqref{root} is
\begin{equation}
\ln\mathrm{St}=\lambda^2+\ln\lambda+\tfrac12\ln\pi+\ln\operatorname{erf}\lambda .
\end{equation}
For large $\lambda$ the first term dominates, so $\lambda\simeq\sqrt{\ln\mathrm{St}}$ to leading order. The approach is slow: this form exceeds the root by about 21\% at $\mathrm{St}=10$, 16\% at $\mathrm{St}=100$ and 10\% at $\mathrm{St}=10^4$, so it shows the trend but does not replace solving \eqref{root}. Extra surface heating then deepens the melt very little, because most of the heat goes into warming the liquid. This is a limit of the model; a real surface may evaporate strongly before reaching it.

\section{Where the absorbed heat goes}

The flux entering the surface is
\begin{equation}
q(t)=-k\,u_x(0,t)=\frac{k\Delta T}{\sqrt{\pi\alpha t}\,\operatorname{erf}\lambda},
\qquad
E(t)=\int_0^t q\,d\tau=2qt ,
\end{equation}
the factor 2 coming from integrating $\tau^{-1/2}$. The flux reaching the front differs from $q$ by the factor $e^{-\lambda^2}$. This factor is constant in time, so it is also the share of the total absorbed energy spent on melting:
\begin{equation}
\frac{\rho L s}{E}=e^{-\lambda^2}.
\label{share}
\end{equation}
The remainder is sensible heat in the melt. For $\mathrm{St}\to0$ the share tends to one, as the simple case requires.

\section{A worked example}

The following round parameters describe no particular material: $k=50$ W/(m K), $\rho=2500$ kg/m$^3$, $c=1000$ J/(kg K), $L=1.5$ MJ/kg, $\Delta T=300$ K and $t=100$ ns. Then
\begin{equation}
\alpha=\frac{50}{2500\times1000}=2.00\times10^{-5}\ \mathrm{m^2/s},\qquad
\mathrm{St}=\frac{1000\times300}{1.5\times10^6}=0.200 .
\end{equation}
The root of \eqref{root} is $\lambda=0.3064$; the two-term expansion \eqref{small} gives $0.3057$. With $\sqrt{\alpha t}=1.414\ \mu$m,
\begin{equation}
s=2\times0.3064\times1.414\ \mu\mathrm{m}=0.867\ \mu\mathrm{m},\qquad
s'=\frac{0.867\ \mu\mathrm{m}}{2\times100\ \mathrm{ns}}=4.33\ \mathrm{m/s}.
\end{equation}

The straight-line law gives $0.894\ \mu$m, which is 3.2\% above the full solution. At half the melt depth the excess temperature is 146.5 K instead of the 150 K of a straight line, which shows the convexity directly.

The surface flux is $1.785\times10^{10}$ W/m$^2$, so the absorbed energy is $2\times1.785\times10^{10}\times10^{-7}=3570$ J/m$^2$, or 0.357 J/cm$^2$. Of this, 3250 J/m$^2$ is latent and 320 J/m$^2$ sensible. The latent share of 91.0\% agrees with $e^{-\lambda^2}$ from \eqref{share}.

The depth is 0.433 $\mu$m at 25 ns and 1.733 $\mu$m at 400 ns: each fourfold increase in time doubles it. Melting to a chosen depth $d$ takes $t=d^2/(4\lambda^2\alpha)$, which is 133 ns for 1 $\mu$m. In annealing, the melt must reach at least through the implantation damage if the damaged layer is to melt completely and regrow from the crystal below; the time given here holds only for a solid already at $T_m$. Raising $\Delta T$ to 600 K gives $\lambda=0.421$ and a depth of 1.19 $\mu$m at 100 ns, a factor 1.375, below $\sqrt2$ as derived.

A separate calculation tests the growth law without assuming it. The material is divided into cells, heat is exchanged between neighbours, and a cell warms above $T_m$ only after taking up its latent heat. The depth follows from the latent heat stored. At $\mathrm{St}=0.2$ the fitted growth exponent is 0.500 and the measured $\lambda$ is 0.3064, equal to the root at this precision. At $\mathrm{St}=1$ the exponent is again 0.500, and both the measured constant and the root are 0.620. The numerical output gives further digits.

\section{Conditions under which the result fails}

\emph{Very early times.} Both $s'$ and $q$ diverge as $t^{-1/2}$, which no source or interface can supply. Suppose the front needs a superheat $s'/\mu$ to move at speed $s'$, with $\mu$ a kinetic coefficient. Holding it at $T_m$ is justified when $s'/\mu\ll\Delta T$, that is, when
\begin{equation}
t\gg\alpha\left(\frac{\lambda}{\mu\,\Delta T}\right)^2 .
\end{equation}

Calling the right side $t_*$, the ratio $s'/(\mu\,\Delta T)$ is $\sqrt{t_*/t}$, which falls slowly, and the depth lags the square-root law by a similar fraction. At $\mathrm{St}=0.2$, neglecting heat passed on to the solid, the shortfall is about 26\% at $10\,t_*$, 9\% at $100\,t_*$ and 3\% at $1000\,t_*$. With the parameters of the worked example and, for illustration, $\mu=1/15$ m/(s K), $t_*$ is about 4.7 ns and the depth at 100 ns is about 18\% below the value given there.

\emph{Prescribed power.} If a constant flux $q_0$ is absorbed at the surface, the simple case $c\to0$ passes all of it to the front. Then $\rho Ls'=q_0$ and $s=q_0t/(\rho L)$, which is linear in time, while the surface excess $q_0s/k$ grows with depth. With finite $c$ this linear law holds only while $c\,q_0s/(kL)\ll1$; later the melt stores a growing share of the heat and the front slows. Delivering the absorbed energy of the worked example at constant flux over 100 ns gives a depth about 14\% below the linear law. The exact square root thus comes from the fixed surface temperature, not from melting as such.

\emph{A cold solid.} If the solid starts below $T_m$, it draws heat away from the front. The balance \eqref{front} then gains a loss term, and the root equation \eqref{root} no longer applies. A deep solid at one uniform initial temperature still introduces no length or time, so the square root survives, but with a smaller constant. The depths in the worked example are therefore not estimates for a wafer that starts cold.

\emph{After the pulse.} Once the surface is no longer held hot, the sensible heat left in the melt can still drive the front further. With an insulated surface and the solid at $T_m$ it merely comes to rest, once all the absorbed energy has become latent heat. It turns back when a colder solid draws off more heat than the melt delivers. Cooling the surface does not by itself reverse it: while the melt stays at or above $T_m$ and the solid is at $T_m$, the front can only advance or stop, and a surface below $T_m$ starts a second freezing front at $x=0$ unless the melt undercools. During refreezing the assumption $s'>0$ fails. The evolution after the pulse is therefore a new problem, which in this model starts from the profile \eqref{profile} at the end of the pulse.

\section*{Computed values}
\begin{verbatim}
melt conductivity k = 50 W/(m K)
density rho = 2500 kg/m^3
melt heat capacity c = 1000 J/(kg K)
latent heat L = 1.5 MJ/kg
surface excess delta_T = 300 K
time t = 100 ns
thermal diffusivity alpha = 2.00e-05 m^2/s
diffusion length sqrt(alpha t) = 1.4142 um
Stefan number St = 0.2000 (dimensionless)
growth constant lam = 0.306424 (dimensionless)
erf(lam) = 0.335239 (dimensionless)
melt depth s = 0.8667 um
front speed = 4.333 m/s
temperature excess at s/2 = 146.49 K
linear-profile excess at s/2 = 150.00 K
surface heat flux = 1.7850e+10 W/m^2
absorbed energy per area = 3570.1 J/m^2
absorbed energy, converted = 0.3570 J/cm^2
latent energy per area = 3250.1 J/m^2
sensible energy per area = 320.0 J/m^2
latent share = 91.04 percent
quasi-steady depth = 0.8944 um
quasi-steady excess = 3.20 percent
lam from two-term expansion = 0.305687 (dimensionless)
depth at 25 ns = 0.4333 um
depth at 400 ns = 1.7334 um
time to melt 1 um = 133.13 ns
doubled surface excess = 600 K
lam at doubled excess = 0.421238 (dimensionless)
depth at doubled excess, same t = 1.1914 um
depth ratio on doubling excess = 1.3747 (dimensionless)
simulation St=0.2: growth exponent = 0.5000
simulation St=0.2: lam measured = 0.30643, root = 0.30642
simulation St=1.0: growth exponent = 0.5000
simulation St=1.0: lam measured = 0.62005, root = 0.62006
expansion error ratio, St 0.02 to 0.01 = 3.981
\end{verbatim}
